# Why does parasitic ALD growth fall exponentially with purge time?

**Question.** In atomic-layer deposition a precursor A and a coreactant B are dosed in turn, with an inert-gas purge between them. If the purge after A is too short, B enters while some A is still in the gas, and the cycle deposits more than its self-limited amount. In a well-mixed reactor, why should this parasitic growth fall exponentially with purge time, what sets the rate and the prefactor, and when does the law fail?

**Answer.**

## What the purge does to the gas

Let the chamber have volume $V$, pressure $p$ and temperature $T$, and let gas flow through it at a constant molar rate $\dot N$. The ideal-gas volume leaving per second is $\dot N RT/p$, so the residence time is

$$\tau=\frac{V}{\dot N RT/p}=\frac{pV}{\dot N RT}.$$

In a mixed chamber the leaving gas has the mean composition of the chamber. If the A density is $n_A$, and A is neither fed nor taken up by the surface, then

$$V\frac{dn_A}{dt}=-\frac{V}{\tau}\,n_A\quad\Rightarrow\quad n_A(t)=n_A(0)\,e^{-t/\tau}.$$

The absence of surface uptake needs a reason. A saturating dose has filled every site with A, and no site reopens until B arrives. During the purge the surface is therefore inert towards A, and washout alone acts.

The exponential is not automatic; it depends on the flow pattern and on diffusion. If inert gas pushed the old gas out as an unmixed plug, no A would remain after one transit time, and there would be no exponential.

A showerhead reactor can behave as a mixed one without stirring. Let gas enter uniformly through a lid at height $H$ above the wafer and leave at the rim. Take the radial velocity independent of height:

$$u_r=\frac{r}{2\tau},\qquad u_z=-\frac{z}{\tau}.$$

The divergence is $1/\tau-1/\tau=0$, as constant density requires. If $n_A$ starts independent of $r$, it stays so, provided that diffusion across the rim is negligible. This is assumed here; it calls for a narrow exit in which the gas moves fast. With diffusion coefficient $D$,

$$\frac{\partial n_A}{\partial t}=\frac{z}{\tau}\frac{\partial n_A}{\partial z}+D\frac{\partial^2 n_A}{\partial z^2}.$$

No A crosses the saturated wafer, so $\partial_z n_A=0$ at $z=0$. No A enters with the purge gas, so the downward flux $(H/\tau)n_A+D\,\partial_z n_A$ vanishes at $z=H$. Integrate over the gap, treating the first term by parts:

$$\frac{d}{dt}\int_0^H n_A\,dz=\left[\frac{H}{\tau}n_A+D\frac{\partial n_A}{\partial z}\right]_{z=H}-\frac1\tau\int_0^H n_A\,dz.$$

The bracket is the flux that vanishes. The mean density thus decays at the rate $1/\tau$ for any $D$ in this flow. Diffusion still shapes the profile: substitution shows that $e^{-t/\tau}e^{-z^2/(2D\tau)}$ satisfies the equation and both boundary conditions. The gas is nearly uniform when $H^2/(D\tau)\ll1$.

## What the leftover precursor does

Let both wafer and lid carry $N_s$ sites per area, and neglect the side wall. The gas density that would fill all sites once is

$$n_S=\frac{2N_s}{H}.$$

Measure both gas densities in this unit: $a=n_A/n_S$ and $b=n_B/n_S$. Let $\theta$ be the fraction of sites covered by A. The model assumes that one A molecule fills one open site, that one B molecule reopens one filled site, and that A and B do not react in the gas.

Kinetic theory gives $n_Av_A/4$ impacts per area and time, where $v_A$ is the mean speed. A fraction $s_A$ of those landing on open sites stick. Dividing the uptake of the two faces by the gap height gives the loss per gas volume, $s_A(v_A/4)(2/H)n_A(1-\theta)$. With the same reasoning for B,

$$\kappa_A=\frac{s_Av_A}{2H},\qquad \kappa_B=\frac{s_Bv_B}{2H},$$

$$\dot a=\frac{a_f-a}{\tau}-\kappa_Aa(1-\theta),\qquad
\dot b=\frac{b_f-b}{\tau}-\kappa_Bb\theta,$$

$$\dot\theta=\kappa_Aa(1-\theta)-\kappa_Bb\theta.$$

Here $a_f$ and $b_f$ are the feed levels, which are zero when the reactant is switched off. The same $\kappa_A$ appears in the gas and surface equations because $n_S$ converts gas molecules into monolayers.

The growth per cycle, in units of the saturated growth, is the total uptake $\int\kappa_Aa(1-\theta)\,dt$. In a fully purged cycle the A dose takes $\theta$ from 0 to 1 and contributes one unit. The B dose takes $\theta$ back to 0 and contributes nothing.

With leftover A, sites that B has just reopened can be filled again during the same B dose, and B then converts this second layer too. If the B dose is long enough to finish the conversion and to clear out A, the parasitic fraction is

$$\varphi=\int_{\text{B dose}}\kappa_A\,a\,(1-\theta)\,dt.$$

## Why the response is first order, and the formula

Start the clock at the beginning of the B dose, when $a=a_i$. If $a_i$ is small, the surface follows nearly the course $\theta_0(t)$ that it would take without A:

$$\dot b_0=\frac{b_f-b_0}{\tau}-\kappa_Bb_0\theta_0,\qquad \dot\theta_0=-\kappa_Bb_0\theta_0,\qquad \theta_0(0)=1.$$

The difference $\theta-\theta_0$ is of order $a_i$. In the integral for $\varphi$ it is multiplied by $a$, so it enters at order $a_i^2$. To leading order the A balance is therefore

$$\dot a=-\left[\frac1\tau+\kappa_A(1-\theta_0)\right]a,$$

with the solution

$$a(t)=a_i\exp\left[-\frac t\tau-\int_0^t\kappa_A(1-\theta_0)\,dt'\right].$$

This equation is linear in $a$, although the surface may remove much of the A. Depletion as such does not spoil the proportionality: doubling $a_i$ doubles $a$ at every later time. Inserting the solution gives $\varphi=a_iF$, where

$$F=\int_0^\infty\kappa_A(1-\theta_0)\exp\left[-\frac t\tau-\int_0^t\kappa_A(1-\theta_0)\,dt'\right]dt.$$

The upper limit may be infinite if the B dose lasts many residence times.

$F$ is the fraction of leftover A that the surface captures. To see this, integrate the linear balance from $a_i$ down to zero:

$$a_i=\frac1\tau\int_0^\infty a\,dt+\int_0^\infty\kappa_A(1-\theta_0)a\,dt.$$

The first term is pumped away and the second is captured. The purge has supplied $a_i=a_0e^{-t_p/\tau}$, where $a_0$ is the value at the end of the A dose and $t_p$ the purge time. Hence

$$\boxed{\varphi(t_p)=a_0F\,e^{-t_p/\tau}}$$

The two factors have separate origins. The exponential belongs to the purge, when the surface is inert. $F$ belongs to the B dose, which starts afresh after each purge and does not depend on $t_p$ at this order. As long as the surface neither takes up nor releases A during the purge, and its uptake during the B dose is first order in A, its chemistry therefore changes the prefactor and leaves the decay rate alone.

A bound on $F$ follows from the same balance. Since $1-\theta_0\le1$, $a$ cannot fall faster than $a_ie^{-(1/\tau+\kappa_A)t}$. At least a fraction $1/(1+\kappa_A\tau)$ is then pumped away, so

$$F\le\frac{\kappa_A\tau}{1+\kappa_A\tau}.$$

The bound is approached when B opens the sites much faster than A is lost.

## Where first order ends

After a short purge $a_i$ is not small. Extra A refills sites and so raises $\theta$. More filled sites consume more B, which slows reopening and raises $\theta$ again. Both effects act in the same direction, so $\theta\ge\theta_0$. Fewer open sites mean that a smaller fraction of A is captured, and the true growth lies below the linear law. The leading correction has the form

$$\varphi=a_iF(1-c\,a_i+\dots),\qquad c>0,$$

so after long purges the relative defect itself falls as $e^{-t_p/\tau}$.

The order of the overlap reaction is a separate matter. Suppose that growth required two residual A molecules, with a rate $kba^2$. After a long purge the loss by reaction is small, $a\simeq a_ie^{-t/\tau}$ during the B dose, and

$$\varphi\simeq a_i^2\int_0^\infty k\,b(t)\,e^{-2t/\tau}dt\;\propto\;e^{-2t_p/\tau}.$$

This was tested by integrating $\dot a=-a/\tau-kba^2$ with $k=5/\tau$ and $b=1-e^{-t/\tau}$. Between purges of $8\tau$ and $10\tau$ the growth fell at a rate of $1.999/\tau$. An exponential alone thus does not identify the residence time; the order must be known as well.

## The number

Consider thermal deposition of a metal oxide with H$_2$O as coreactant, in a showerhead chamber for a 200 mm wafer. The radius is 10 cm, the gap 2 cm and the volume $0.628$ L. The gas is at 500 K and 1.0 Torr, with a flow of 100 sccm, that is, 100 cm³ per minute measured at 273.15 K and 760 Torr. Converting the flow to chamber conditions gives

$$\tau=\frac{628\ \text{cm}^3}{(100/60)\ \text{cm}^3/\text{s}}\times\frac{1}{760}\times\frac{273.15}{500}=0.271\ \text{s}.$$

The metal precursor is a model molecule of 100 g/mol. Each reactant is dosed at 0.10 Torr. With $N_s=4.0$ nm$^{-2}$,

$$n_S=\frac{2(4.0\times10^{18}\ \text{m}^{-2})}{0.02\ \text{m}}=4.0\times10^{20}\ \text{m}^{-3},\qquad
a_0=\frac{0.10\ \text{Torr}}{k_BT\,n_S}=4.83.$$

The gas thus holds almost five monolayers' worth of precursor when the purge begins. The doses last 3.0 s, about $11\tau$, so the gas reaches its feed level.

The sticking probabilities are $10^{-3}$ for the precursor and $10^{-4}$ for water, and the mean speeds are 325 and 767 m/s. Therefore

$$\kappa_A=\frac{10^{-3}\times325}{2\times0.02}=8.13\ \text{s}^{-1},\qquad
\kappa_B=\frac{10^{-4}\times767}{2\times0.02}=1.92\ \text{s}^{-1}.$$

With $\kappa_A\tau=2.20$, the bound is $F\le2.20/3.20=0.69$. The full integral gives $F=0.3445$, because water needs time to arrive and to open sites while A is being washed out. The prefactor is $a_0F=4.828\times0.3445=1.663$.

For a purge of 1.50 s, or $5.535\tau$,

$$\varphi=1.663\,e^{-5.535}=0.00656=0.66\%.$$

At a saturated growth of 0.10 nm per cycle this is 0.66 pm per cycle, or 0.33 nm in 500 cycles that should deposit 50 nm.

For a tolerance $\varepsilon$, the law is solved for time:

$$t_p=\tau\ln\frac{a_0F}{\varepsilon}.$$

It gives 1.39 s for 1% and 2.01 s for 0.1%. Each further factor of ten costs $\tau\ln10=0.62$ s.

The law was tested against the full nonlinear equations, including depletion of both gases and carry-over between cycles. The second purge was held at 8.0 s, and the growth of a cycle with two 8.0 s purges was subtracted.

| $t_p/\tau$ | law (%) | full model (%) | defect (% of law) |
|---|---|---|---|
| 1 | 61.2 | 52.3 | 14.5 |
| 3 | 8.28 | 8.10 | 2.2 |
| 5 | 1.121 | 1.117 | 0.31 |
| 7 | 0.1517 | 0.1516 | 0.04 |

The defect has the predicted sign. Between $5\tau$ and $7\tau$ it falls at a rate of $0.98/\tau$, close to the leading-order $1/\tau$. The small shortfall is not the next order in $a_i$. The law uses the feed level for $a_0$, while after the 3.0 s dose the gas is still about $2\times10^{-5}$ below that level, and this adds a constant $2\times10^{-5}$ to the tabulated defect. Between $8\tau$ and $10\tau$ the parasitic growth itself falls at $1.000/\tau$.

Reducing the precursor's sticking probability fivefold, with all else fixed, lowers $F$ to 0.136 and leaves the decay rate at $1.000/\tau$. $F$ falls by less than five because the less reactive precursor is also depleted less during the water dose.

## What the simple law leaves out

**Flow and diffusion.** With nitrogen as the purge gas and a rough collision diameter of 0.5 nm, kinetic theory gives $D=135$ cm²/s and $H^2/(D\tau)=0.11$. A viscous, parabolic radial flow then changes the slowest washout rate to $1.002/\tau$. After 1.50 s this lowers the mean residual density in the gap by about 1%. In that slowest mode the density at the wafer is about 2% above the mean, so at the wafer itself the residual density ends about 1% above the mixed-chamber value.

Diffusion across the rim is a stronger condition. The gas leaves the gap at $u=R/(2\tau)\approx18$ cm/s, where $R$ is here the chamber radius, so diffusion can work against the flow over a distance $D/u\approx7$ cm. This is comparable to the radius. With a wide-open rim the decay rate would therefore depend on the exhaust: precursor lingering there diffuses back and slows the purge, whereas an exhaust space kept free of precursor speeds it up. The simple law needs an exit slot narrow enough that $D/u$ inside it is much shorter than both the slot and $u\tau$, the distance the gas moves there in one residence time. The first condition shields the chamber from the exhaust space, and the second keeps older, richer gas in the slot from diffusing back appreciably.

During the water dose, the ratio of surface uptake to diffusive supply, $s_A(v_A/4)H/D$, is 0.12. To size the effect, leave out the flow and let both open faces take up A at the flux $J=s_A(v_A/4)n_w$, where $n_w$ is the density at a face. The density then falls everywhere at nearly the same rate $2J/H$, so $D\,\partial_z^2n_A=-2J/H$ and $n_A=n_w+Jz(H-z)/(DH)$. The mean of this profile exceeds $n_w$ by $JH/(6D)$. Gas next to an open surface is therefore depleted by about a sixth of 0.12, or 2%, which slightly reduces $F$. The A balance remains linear, so this does not alter the exponential dependence on purge time.

**The second purge.** Water left over before the next precursor dose also causes growth: it reopens sites that A has just filled, and A fills them again. For small $b$ its balance is linear, $\dot b=-[1/\tau+\kappa_B\theta]b$, with $\theta$ set by the precursor dose. This contribution therefore also falls as $e^{-t/\tau}$, now in the second purge time. With both purges at 1.50 s, the full model gives 1.08% instead of 0.66%. A purge budget must cover both overlaps.

**Storage on walls.** Suppose that walls hold a store $W$ of precursor, in monolayer units, which desorbs with time constant $\tau_d$. If the walls take up no more precursor once the purge begins, the amount on the wall is $w=We^{-t/\tau_d}$. The gas it supplies, $g$, obeys $\dot g=w/\tau_d-g/\tau$ with $g(0)=0$, so

$$g=\frac{W\tau}{\tau_d-\tau}\left(e^{-t/\tau_d}-e^{-t/\tau}\right).$$

What remains in the reactor is

$$w+g=W\,\frac{\tau_de^{-t/\tau_d}-\tau e^{-t/\tau}}{\tau_d-\tau}.$$

Without re-adsorption on the walls, this is an upper bound to the added growth, since not all of it will be captured. Take $W=10^{-3}$, a desorption barrier of 1.3 eV and an attempt rate of $10^{13}$ s$^{-1}$. Then $\tau_d=e^{1.3\,\text{eV}/k_BT}/(10^{13}\ \text{s}^{-1})=1.27$ s. The bound is 0.04% at 1.50 s, but it overtakes the simple law at 2.5 s. Beyond that time the slow store may dominate, and the simple law can no longer be relied on for a purge time. Real walls are also refilled by the leftover gas. With the sticking probability of the wafer, an empty wall site is refilled at the rate $\kappa_Aa_0e^{-t/\tau}$, which exceeds the desorption rate $1/\tau_d$ until $t=\tau\ln(\kappa_Aa_0\tau_d)\approx1.06$ s. More of the store is then left at 1.50 s than the formula gives, and it overtakes the simple law earlier. The value $W=10^{-3}$ is an arbitrary small choice, and the bound scales with $W$. Since $\kappa_Aa_0\tau_d\approx50$, sites of this kind are nearly full after the dose. The side wall has $2\ \text{cm}/10\ \text{cm}=0.2$ of the area of the two faces. If all of it carried such sites at the density $N_s$, $W$ would be about 0.2 and the bound at 1.50 s about 8%, more than ten times the simple law.

**Comparison with real reactors.** The temperature, pressure and growth per cycle are roughly typical of water-based thermal oxide deposition. The 3.0 s doses and the 8.0 s second purge were made long to isolate one overlap. The sticking probabilities are round model values. The simple law also assumes that nothing is stored, whereas in a real reactor walls, valves and dead volumes can release gas slowly. For the precursor store assumed above, this adds at most 0.04 percentage points to the 0.66% at 1.50 s if the walls do not re-adsorb precursor during the purge; if they do, more of the store is left and the bound is higher. A larger store raises the bound in proportion. Water held on walls could matter more, particularly in a cooler chamber, and is not sized here. The purge times of 1.39 and 2.01 s therefore apply to this chamber and flow, with an exit that suppresses diffusion across the rim, a thorough second purge and negligible storage. The numerical output below lists the values used.

## Numbers as computed

```
temperature 500 K; total pressure 1.0 Torr
dose partial pressure, each reactant 0.10 Torr
chamber radius 10 cm; gap 2 cm
chamber volume 0.628 L; flow 100 sccm
site density 4.0 per nm^2
molar mass: precursor 100, H2O 18.015 g/mol
sticking: precursor 1e-03, H2O 1e-04
mean speed: precursor 325, H2O 767 m/s
saturated growth 0.10 nm/cycle; dose time 3.0 s
second purge 8.0 s
residence time tau 0.2710 s; 1/tau 3.690 1/s
n_S 4.000e+20 per m^3; a0 4.828
kap_A 8.134 1/s; kap_B 1.916 1/s
capture fraction F 0.3445; prefactor a0*F 1.6632
fully purged cycle, simulated 1.000000 monolayer
purge/tau, purge (s), phi law (%), phi simulated (%), defect (%)
  1  0.271  61.1841  52.3202  14.49
  2  0.542  22.5084  21.1916  5.85
  3  0.813  8.2804  8.0960  2.23
  4  1.084  3.0462  3.0209  0.83
  5  1.355  1.1206  1.1172  0.31
  6  1.626  0.4123  0.4118  0.11
  7  1.897  0.1517  0.1516  0.04
simulated decay rate times tau 0.9999
decay rate of the defect times tau 0.978
sticking / 5: F 0.1364; decay rate times tau 1.0000
second-order overlap: decay rate times tau 1.9990
example purge 1.50 s = 5.535 tau
  phi law 0.656 %; simulated 0.655 %
  parasitic growth, law 0.656 pm/cycle
  extra thickness in 500 cycles, law 0.328 nm
purge for 1 %: 1.386 s (simulated phi 0.9972 %)
purge for 0.1 %: 2.010 s (simulated phi 0.09997 %)
purge time per factor of ten 0.624 s
neglected effects, at the example purge:
  collision diameter 0.5 nm; D 135 cm^2/s
  gap^2/(D tau) 0.1093; viscous rate*tau 1.00177
  wafer/mean density 1.0183; residual changed by -0.97 %
  surface uptake/diffusion supply 0.120
  both purges short: simulated phi 1.081 %
  wall store 1e-03 monolayer; barrier 1.3 eV; attempt rate 1e+13 1/s
  desorption time 1.269 s; growth bound 0.0389 %
  wall bound overtakes the law at 2.473 s
```
